\section*{Convergence of Predictor-Corrector Schrödinger–Poisson Iteration beneath Deposited Dielectrics}

\section{Definitions and conventions}

A semiconductor film occupies $0<z<T_s$ beneath a dielectric stack and a gate. Electrons are confined along $z$ and move freely in the plane. They are treated in the Hartree approximation, in equilibrium with a grounded contact, with hard walls at both film faces. The Fermi level is the zero of energy. Charge is counted in units of $e$, so a potential $\phi$ in volts gives an electron the energy $-\phi$ in eV. The gate drive $V$ is measured so that at $V=0$ an empty film has its band edge at the Fermi level.

The grid has nodes $z_l=lh$, $l=0,\dots,M$. Let $n_l$ be the number of electrons per unit area assigned to node $l$. Integrating $(\varepsilon_s\phi')'=n/h$ over the cell around each node gives
\begin{equation}
L\phi+n[\phi]=b,\qquad b_l=CV\delta_{l0},
\label{eq:poisson}
\end{equation}
where $C$ is the dielectric capacitance per area. The field vanishes at the back face. The matrix $L$ is defined by
\begin{equation}
v\cdot Lv=\frac{\varepsilon_s}{h}\sum_{l=0}^{M-1}(v_{l+1}-v_l)^2+Cv_0^2 .
\label{eq:L}
\end{equation}
This vanishes only for $v=0$, so $L$ is positive definite. For the uniform vector $\mathbf 1$, $\mathbf 1\cdot L\mathbf 1=C$.

On the interior nodes $H=K-\mathrm{diag}(\phi)$, where $K$ is the kinetic matrix, and $H\psi_i=E_i\psi_i$ with $\sum_l\psi_i(l)^2=1$. Let $D$ be the two-dimensional density of states, including spin and valley degeneracy. Integrating the Fermi function $f(E)=1/(1+e^{E/kT})$ over in-plane energy gives
\begin{equation}
N(E)=\int_0^\infty f(E+\epsilon)\,d\epsilon=kT\ln(1+e^{-E/kT}),\qquad N'=-f,
\end{equation}
\begin{equation}
n_l=\sum_i D\,N(E_i)\,\psi_i(l)^2 .
\label{eq:n}
\end{equation}
If valleys have different masses along $z$, each set (ladder) has its own $H$ and $D$, and the sums run over ladders as well. All eigenvectors on the grid are kept, so completeness holds.

\section{A convex functional and the exact response}

Let $W(E)=\int_E^\infty N(E')\,dE'$ and
\begin{equation}
F(\phi)=\tfrac12\phi\cdot L\phi-b\cdot\phi+\sum_iD\,W(E_i).
\end{equation}
Since $W'=-N$ and first-order perturbation theory gives $\partial E_i/\partial\phi_l=-\psi_i(l)^2$, the last term has gradient $n$. Hence $\nabla F=L\phi+n-b$, and the solutions of \eqref{eq:poisson} are the stationary points of $F$.

The second derivative requires $\chi=\partial n/\partial\phi$. Change $\phi$ by a small $v$ and write $v_{ij}=\sum_l\psi_i(l)v_l\psi_j(l)$. The Hamiltonian changes by $-v$, so
\begin{equation}
\delta E_i=-v_{ii},\qquad
\delta\psi_i=\sum_{j\ne i}\frac{v_{ij}}{E_j-E_i}\psi_j .
\end{equation}
Inserting both into \eqref{eq:n} and contracting with $v$ gives
\begin{align}
v\cdot\chi v&=\sum_iDf_iv_{ii}^2+2\sum_{i\ne j}D\frac{N_i}{E_j-E_i}v_{ij}^2\nonumber\\
&=\sum_iDf_iv_{ii}^2+\sum_{i\ne j}D\frac{N_i-N_j}{E_j-E_i}v_{ij}^2
=\sum_{ij}Dm_{ij}v_{ij}^2 .
\label{eq:chi}
\end{align}
The second line averages each term with the one in which $i$ and $j$ are exchanged. Because $N'=-f$, the quotient $m_{ij}$ is the mean of $f$ over the interval between $E_i$ and $E_j$; on the diagonal $m_{ii}=f_i$. All $m_{ij}$ are positive, so $\chi\ge0$ as a quadratic form. The Hessian $L+\chi$ is positive definite, $F$ is strictly convex, and the self-consistent solution is unique.

\section{Why plain iteration oscillates}

Plain iteration solves $L\phi_{k+1}=b-n[\phi_k]$. Near the solution its error obeys $e_{k+1}=-L^{-1}\chi e_k$. If $\chi u=\lambda Lu$, then $\lambda\ge0$ and the error along $u$ is multiplied by $-\lambda$: it changes sign at each step, and grows if $\lambda>1$. Physically, too high a potential attracts too much charge, which then lowers the next potential too far.

The Rayleigh quotient of $\mathbf 1$ bounds the largest factor from below. A uniform shift has $v_{ij}=\delta_{ij}$, so
\begin{equation}
\lambda_{\max}\ge\frac{\mathbf1\cdot\chi\mathbf1}{\mathbf1\cdot L\mathbf1}=\frac{C_q}{C},\qquad C_q=\sum_iDf_i ,
\label{eq:cq}
\end{equation}
where $C_q$ is the quantum capacitance.

Mixing a fraction $\omega$ of the new potential into the old one changes the factors to $1-\omega(1+\lambda)$. Local convergence requires
\begin{equation}
0<\omega<\omega_c=\frac{2}{1+\lambda_{\max}} .
\end{equation}
The end nodes carry no electrons, so $\lambda=0$ also occurs, with factor $1-\omega$. Equating the magnitudes of the two extreme factors, $1-\omega=\omega(1+\lambda_{\max})-1$, gives the best fixed weight $\omega=2/(2+\lambda_{\max})$ and the contraction factor $\lambda_{\max}/(2+\lambda_{\max})$. This approaches one when the response is strong.

\section{The predictor-corrector step}

The predictor lets the charge respond while the potential is being updated. It freezes the wave functions of $\phi_k$ and lets each level follow the local change of potential:
\begin{equation}
\tilde n_l(\phi;\phi_k)=\sum_iD\,\psi_i(l)^2\,N\!\left(E_i-\phi_l+\phi_{k,l}\right).
\label{eq:pred}
\end{equation}
One iteration consists of the following operations.
\begin{enumerate}
\item Solve the Schrödinger equation in $\phi_k$.
\item Solve $R(\phi)=L\phi+\tilde n(\phi;\phi_k)-b=0$ by Newton's method; call the step $d=\phi-\phi_k$.
\item Set $\phi_{k+1}=\phi_k+td$, starting with $t=1$ and halving $t$ until $F(\phi_{k+1})\le F(\phi_k)+c\,t\,\nabla F(\phi_k)\cdot d$, with $c=10^{-4}$.
\item Stop when the largest component of $d$ is below the tolerance. Otherwise repeat; the new Schrödinger solution is the corrector.
\end{enumerate}

The inner Newton iteration needs no damping. Its Jacobian $J$ is $L$ plus a non-negative diagonal. It is positive definite with non-positive off-diagonal elements, so all elements of $J^{-1}$ are non-negative. Each $\tilde n_l$ is a convex function of $\phi_l$. After one Newton step from $\phi^0$ to $\phi^1$, convexity gives, component by component,
\begin{equation}
R(\phi^1)\ge R(\phi^0)+J_0(\phi^1-\phi^0)=0 .
\end{equation}
The next change, $-J_1^{-1}R(\phi^1)$, is therefore non-positive, and the same argument applies to every later step. If $\bar\phi$ is the root, convexity also gives $0=R(\bar\phi)\ge R(\phi^m)+J_m(\bar\phi-\phi^m)$. Multiplication by $J_m^{-1}$ yields $\phi^{m+1}\ge\bar\phi$. From the first step on, the iterates decrease and are bounded below by the root, so they converge to it.

\section{Error analysis}

\subsection{Local convergence}

The derivative of $\tilde n$ with respect to its first argument, at $\phi=\phi_k$, is the diagonal matrix $P_{ll}=\sum_iDf_i\psi_i(l)^2$. Let $Q$ be the derivative with respect to the second argument. Since $\tilde n(\phi;\phi)=n[\phi]$, we have $P+Q=\chi$. Linearizing the full step ($t=1$) about the solution gives $Le_{k+1}+Pe_{k+1}+Qe_k=0$, or
\begin{equation}
(L+P)e_{k+1}=(P-\chi)e_k .
\label{eq:error}
\end{equation}
Only the error of the predicted response drives the iteration. For a uniform shift there is none: all levels move together, the wave functions do not change, and $P\mathbf1=\chi\mathbf1$.

Both matrices in \eqref{eq:error} are symmetric and $L+P$ is positive definite, so the error factors $\mu$ are real. To bound them, insert a complete set of states:
\begin{equation}
v\cdot Pv=\sum_iDf_i\langle i|v^2|i\rangle=\sum_{ij}Df_iv_{ij}^2
=\sum_{ij}D\,\frac{f_i+f_j}{2}\,v_{ij}^2 .
\label{eq:P}
\end{equation}
The function $f$ is positive and decreases with energy. Its mean over an interval is thus at most its larger end value, so $m_{ij}\le f_i+f_j$. Comparing \eqref{eq:chi} with \eqref{eq:P},
\begin{equation}
0\le\chi\le2P ,\qquad\text{so}\qquad -P\le P-\chi\le P .
\label{eq:order}
\end{equation}
With $p$ the largest eigenvalue of $L^{-1}P$, the Rayleigh quotient gives
\begin{equation}
|\mu|\le\max_v\frac{v\cdot Pv}{v\cdot Lv+v\cdot Pv}=\frac{p}{1+p}<1 .
\label{eq:bound}
\end{equation}
Within this model the iteration converges locally at every temperature and filling. The proof uses a subband response $-N'$ that falls with energy. A wire violates this: at zero temperature its subband density varies as $\sqrt{-E}$, and the response $\propto1/\sqrt{-E}$ rises towards $E=0$. An exchange-correlation potential would add a term to $\chi$ that \eqref{eq:order} does not cover.

\subsection{When oscillation is absent}

A negative $\mu$ requires $v\cdot\chi v>v\cdot Pv$ for some $v$. This is impossible if the end-point average of $f$ is at least its mean for every pair of levels. A sufficient condition is that the two lowest levels of each ladder satisfy
\begin{equation}
E_0+E_1\ge0 ,
\label{eq:mid}
\end{equation}
that is, the Fermi level lies no higher than midway between them. Then $E_i+E_j\ge0$ for every pair $i\neq j$. If neither energy is negative, $f$ is convex between them and the claim follows. Otherwise put $E_i=-a$ and $E_j=B$ with $0<a\le B$, and write $f=\frac12(1-g)$ with $g(E)=\tanh(E/2kT)$. The odd parts cancel in the mean of $g$, and the claim becomes
\begin{equation}
\frac{g(B)-g(a)}2\le\frac1{a+B}\int_a^Bg\,dE .
\end{equation}
Since $g$ is concave for positive argument, the integral is at least $\frac12(B-a)[g(a)+g(B)]$. It suffices that $(a+B)[g(B)-g(a)]\le(B-a)[g(a)+g(B)]$. Multiplying out reduces this to $a\,g(B)\le B\,g(a)$, or $g(B)/B\le g(a)/a$, which holds for a concave function with $g(0)=0$. Under \eqref{eq:mid}, therefore, $0\le\mu<1$.

At higher filling an oscillation can survive. Take one ladder in a flat well whose potential is held self-consistent by a fixed background charge. The shift $v=2\cos(\pi z/T_s)$ turns $\psi_0\propto\sin(\pi z/T_s)$ into $\psi_1\propto\sin(2\pi z/T_s)$. Let $T\to0$ with the Fermi level at a fraction $\theta<1$ of the gap from $E_0$ to $E_1$. Then $f_0=1$, $f_1=0$ and $m_{01}=\theta$, and the pair $(0,1)$ enters $\chi$ twice:
\begin{equation}
v\cdot Pv=D,\qquad v\cdot\chi v=2\theta D .
\end{equation}
The ratio approaches the limit 2 of \eqref{eq:order} as $\theta\to1$. For $\theta=0.95$ at 1~K, in a 10~nm well with the heavy silicon mass, the computed ratio is 1.897 and the most negative factor is $-0.468$. An error along that mode, scaled to one, becomes $-0.468$, $0.219$, $-0.103$, $0.048$ in four full steps: it oscillates and decays.

\subsection{Global convergence}

The predictor equation is the stationarity condition of a convex functional $G$, obtained from $F$ by replacing its last term with $\sum_{i,l}D\psi_i(l)^2W(E_i-\phi_l+\phi_{k,l})$. At $\phi_k$, $G$ and $F$ have equal values and gradients.

For Boltzmann statistics $W=(kT)^2e^{-E/kT}$. With $v=\phi-\phi_k$ and $H_k$ the Hamiltonian in $\phi_k$, the Golden--Thompson inequality gives
\begin{equation}
\mathrm{Tr}\left(e^{-H_k/kT}e^{v/kT}\right)\ge\mathrm{Tr}\,e^{-(H_k-v)/kT},
\end{equation}
hence $G\ge F$. The full step minimizes $G$, and $G-\frac12\phi\cdot L\phi$ is convex, so
\begin{equation}
F(\phi_{k+1})\le G(\phi_{k+1})\le G(\phi_k)-\tfrac12d\cdot Ld=F(\phi_k)-\tfrac12d\cdot Ld .
\end{equation}
Since $F$ is bounded below, $d\to0$. The iterates stay bounded, and any limit point has $d=0$, so it is the unique solution. Full steps thus converge from any start.

For Fermi statistics this upper bound can fail. In the cold well, a small change $v$ proportional to $\cos(\pi z/T_s)$ gives $G-F=\frac12v\cdot(P-\chi)v<0$ to second order. The step is still a descent direction: since $\nabla G(\phi_k+d)=0$ and $G-\frac12\phi\cdot L\phi$ is convex,
\begin{equation}
\nabla F(\phi_k)\cdot d=-[\nabla G(\phi_k+d)-\nabla G(\phi_k)]\cdot d\le-d\cdot Ld .
\end{equation}
The Hessian of $F$ is bounded, because $\chi\le2P$ and $f\le1$ limit $\chi$ to twice the sum of $D$ over ladders. Let $\Lambda$ bound the Hessian and let $\ell$ be the smallest eigenvalue of $L$. Taylor's formula then accepts every $t\le2(1-c)\ell/\Lambda$, so halving cannot drive $t$ to zero. Each step lowers $F$ by at least a fixed multiple of $|d|^2$; again $d\to0$, and the safeguarded iteration converges from any start.

\section{A silicon channel under hafnium oxide}

The parameters are rough typical values: a 10~nm undoped silicon film, 0.7~nm of interfacial oxide and 3~nm of deposited hafnium oxide, with relative permittivities 11.7, 3.9 and 20. The film has (100) faces, so silicon enters through two valley ladders, with masses 0.916 and 0.19 along $z$. The temperature is 300~K and $V=1$~V. The stack gives
\begin{equation}
C=\frac{\varepsilon_0}{(0.7/3.9+3/20)\ \mathrm{nm}}=2.69\ \mu\mathrm{F/cm^2}.
\end{equation}
The converged surface potential is 0.280~V, so the sheet density is $C(1-0.280)/e=1.21\times10^{13}\ \mathrm{cm^{-2}}$. Halving the grid step changes it by about 0.02\%.

The quantum capacitance is $46.3\ \mu\mathrm{F/cm^2}$, so \eqref{eq:cq} gives $\lambda_{\max}\ge17.2$; the computed value is 23.6. Plain iteration from $\phi=0$ ends in a cycle with surface potentials of 1~V (empty film) and $-270$~V. The critical mixing weight is $2/24.6=0.081$. Twenty steps at 0.9 and 1.1 times this weight multiply an error along the leading mode by 0.0115 and 38, as expected from $0.8^{20}$ and $1.2^{20}$.

Plain iteration becomes unstable at $V=-0.085$~V, where the density is only $2.2\times10^{11}\ \mathrm{cm^{-2}}$. There $C_q\approx e^2n_s/kT=1.38\ \mu\mathrm{F/cm^2}$, with $n_s$ the sheet density, and the uniform-shift bound is 0.51. Charge at depth $z$ acts through the larger inverse capacitance $1/C+z/\varepsilon_s$. Placing all of it at mid-film gives 1.18, so the two estimates bracket the threshold $\lambda_{\max}=1$.

For the predictor-corrector iteration at $V=1$~V, the bound \eqref{eq:bound} is 0.96, but the largest factor is 0.15. The late steps shrink at this rate, for example from $1.5\times10^{-9}$ to $2.3\times10^{-10}$~V. Starts at $-0.5$, 0 and 1~V each take 12 iterations to a change below $10^{-10}$~V, without halving, and agree within $10^{-8}$~V. The best fixed mixing weight would have a local factor of $23.6/25.6=0.92$, or about 28 iterations per decade of error against 1.2. No negative $\mu$ appears to four decimals. This agrees with \eqref{eq:mid}: the heavy ladder has $E_0+E_1=-44.9+46.2=1.3$~meV, and the light ladder lies wholly above the Fermi level. The margin is small.

At 4.2~K, with all other inputs fixed, the largest factor rises to 0.71 and 52 iterations are needed, again without halving. Convergence remains assured, but its speed does not.

\section{Limits of the physical model}

A small iteration error does not make the density equally accurate. If an omitted effect lowers all levels by $\delta$, the surface potential falls by $\delta n_s/C$ in response. With charge again in units of $e$ and the change of band bending neglected,
\begin{equation}
\delta n_s=C_q\left(\delta-\frac{\delta n_s}{C}\right)
\quad\Rightarrow\quad
\delta n_s=\frac{CC_q}{C+C_q}\,\delta .
\end{equation}
The prefactor is $2.54\ \mu\mathrm{F/cm^2}$. Band bending reduces it. Lowering all levels by $\delta$ is equivalent to raising the gate drive by $\delta$, and the self-consistent response to a small change of drive is $2.06\ \mu\mathrm{F/cm^2}$. Local exchange at the density peak is about $-39$~meV in the zero-temperature formula if all electrons are placed in the two heavy valleys; applied as a rigid shift it would raise the density by about 4\%. The four light valleys are less filled and see only about $-14$~meV; resolved by valley and made self-consistent, the rise is about 3\%. Penetration into the oxide lowers $E_0$ by 11~meV in the fixed potential. The light ladder, with its smaller mass along $z$, penetrates further and drops more, so this is not a rigid shift. A self-consistent estimate with rough oxide barriers and masses (3.1~eV and 0.5 in the interfacial layer) raises the density by about 3\%. The image potential at the mean electron depth would be a repulsive 8~meV for a half-infinite interfacial oxide. The hafnium oxide and a metal gate reverse its sign at that depth, where it is $-3$ to $-4$~meV with silicon, thick oxide or air behind the film. It stays repulsive within about 0.9~nm of the interface, so the lowest heavy level is raised by 1 to 2~meV, the lowest light level is lowered by 2 to 3~meV, and the average over the density is below 1~meV in magnitude. Correlation has not been sized.

Real deposited stacks also contain interface traps, which the model omits. A rough density of $10^{12}\ \mathrm{eV^{-1}cm^{-2}}$ over half the gap shifts the gate voltage by 33~mV, which moves the density by about 3.5\%. Operation at 358~K changes it by 0.6\% at fixed gate drive. The interfacial field is 5.6~MV/cm against a rough breakdown field of 10~MV/cm, so this bias is demanding; in the hafnium oxide the field is 1.1 against roughly 4~MV/cm. The tunnelling lifetime is of the order of $1\ \mu$s: a semiclassical estimate gives $4\ \mu$s for the lowest heavy level, and the light ladder leaks faster. Equilibrium requires the contacts to resupply electrons in a much shorter time. A current along the channel also breaks the equilibrium assumption, and its effect is not estimated here. With a rough nonparabolicity of $0.5\ \mathrm{eV^{-1}}$, the density of states at the mean in-plane energy would be about 9\% higher: 4\% comes from the in-plane energy and the rest from the kinetic energy of confinement. The hole density is negligible.

\section*{Computed values}
\begin{verbatim}
film, interlayer, high-k: 10.0, 0.7, 3.0 nm; grid 0.1 nm
permittivities: 11.7, 3.9, 20.0; masses 0.916, 0.19
temperature 300 K, kT = 25.85 meV; gate drive 1.0 V
dielectric capacitance: 2.687 uF/cm2
quantum capacitance: 46.27 uF/cm2; ratio 17.22
sheet density: 1.2081e+13 /cm2; half grid step 1.2079e+13
potential at surface, back: 0.2797, -0.0748 V
mean depth of electrons: 1.897 nm
levels E0, E1 (heavy), E0' (light): -44.9, 46.2, 43.2 meV
E0 by shooting: -44.79 meV; ladder shares 0.724, 0.276
plain iteration lambda_max: 23.571
plain iteration, last surface potentials: -269.77, 1.00 V
critical mixing weight: 0.0814
error after 20 mixed steps at 0.9, 1.1 of it: 0.0115, 38.35
mixing weight 0.0244: 612 iterations to 1e-9 V change
plain instability starts at gate -0.0853 V, 2.224e+11 /cm2
predictor-corrector mu min, max: 0.0000, 0.1505
p = 23.625; bound p/(1+p) = 0.9594
iterations from 0, -0.5, 1 V: [12, 12, 12]; halvings [0, 0, 0]
largest potential change per iteration from 0 V (V):
  2.6e-01 2.1e-02 1.4e-03 1.8e-04 2.5e-05
  3.5e-06 5.0e-07 7.2e-08 1.0e-08 1.5e-09
  2.3e-10 3.4e-11
gate -0.1 V (levels above Fermi level): mu max 0.0102
cold flat well 1 K: chi/P for cosine shift 1.8970
cold flat well: mu min -0.4684
cold well error by step: 1.0000 -0.4683 0.2194 -0.1028 0.0481
Boltzmann iterations from 0, 0.5 V: [16, 16]
4.2 K: 52 iterations, 0 halvings, mu -0.0000 to 0.7067
358 K: sheet density 1.2156e+13 /cm2
rough barriers 3.1, 1.5 eV; oxide masses 0.5, 0.15
interlayer field 5.61 MV/cm (rough breakdown 10)
high-k field 1.09 MV/cm (rough breakdown 4)
wall penetration: E0 shift -10.87 meV, share 1.72e-03
tunnelling estimate: 4.9e-01 A/cm2, lifetime 4.0e-06 s
local exchange at density peak: -38.6 meV
image potential at mean depth: 8.1 meV
traps 1e+12 /eV/cm2 over half gap: gate shift 33.4 mV
in-plane energy 35.7 meV; nonparabolic DOS change 3.6 %
holes: 8.3e-05 /cm2
\end{verbatim}
